\section*{Why static screening cannot unbind the last two-dimensional exciton}

\section{The result}

Take one electron and one hole moving in a plane, with an attraction $U(r)\ge 0$ that has a finite, nonzero integral over the plane. However weak $U$ is, the pair has a bound state. In the long-wavelength approximation, a static plasma replaces the Coulomb attraction by an attraction of this kind, so static screening can weaken the last exciton state but not remove it. Something else must act, such as occupied states that block the pair's motion or scattering that broadens its level. Within the model below, blocking ends the state at a definite density if the remaining attraction is below a threshold.

The bands are parabolic and isotropic, with masses $m_e,m_h$ and spin degeneracy 2. Electrons and holes have equal density $n$ and temperature $T$, and all of them are free to screen. With $\mu=m_em_h/(m_e+m_h)$ and relative permittivity $\epsilon$, the units are
\begin{equation}
a=\frac{4\pi\epsilon_0\epsilon\hbar^2}{\mu e^2},\qquad
\mathrm{Ry}^*=\frac{\hbar^2}{2\mu a^2}.
\end{equation}
In formulas, lengths are in $a$ and energies in $\mathrm{Ry}^*$. The relative kinetic energy is then $k^2$. Since $e^2/(4\pi\epsilon_0\epsilon a)=\hbar^2/(\mu a^2)=2\,\mathrm{Ry}^*$, the bare attraction is $2/r$. The binding energy $E>0$ is measured down from the pair's own continuum.

\section{What two dimensions contribute}

Let $U$ be integrable, no more singular than $1/r$, and vanishing at large distance, so that the continuum starts at zero. It suffices to find one normalizable function with negative energy. Take
\begin{equation}
\psi=\exp\left[-\tfrac12 (r/R)^\alpha\right],\qquad \alpha>0 .
\end{equation}
Its derivative is $\psi'=-\frac{\alpha}{2}r^{\alpha-1}R^{-\alpha}\psi$, so
\begin{equation}
\int|\nabla\psi|^2d^2r=\frac{2\pi\alpha^2}{4}\int_0^\infty
\frac{r^{2\alpha-1}}{R^{2\alpha}}e^{-(r/R)^\alpha}dr .
\end{equation}
Put $t=(r/R)^\alpha$. Then $dt=\alpha r^{\alpha-1}R^{-\alpha}dr$, hence $r^{2\alpha-1}R^{-2\alpha}dr=t\,dt/\alpha$, and
\begin{equation}
\int|\nabla\psi|^2d^2r=\frac{\pi\alpha}{2}\int_0^\infty te^{-t}dt=\frac{\pi\alpha}{2}.
\end{equation}
The kinetic cost can be made as small as we like. The attraction does not vanish with it: at each $r>0$, $\psi^2\to e^{-1}$ as $\alpha\to0$, and $\psi^2\le1$ allows the limit to be taken under the integral:
\begin{equation}
\int U\psi^2d^2r\longrightarrow e^{-1}\int U\,d^2r>0 .
\end{equation}
For small enough $\alpha$ the energy is negative, which proves binding. The norm $2\pi R^2\Gamma(2/\alpha)/\alpha$ is large but finite. Physically, the pair spreads over a huge area at almost no kinetic cost while keeping a finite amplitude where the attraction acts.

\section{What static screening contributes}

The Fourier transform of $2/r$ is $4\pi/q$. Let a slowly varying potential energy $\Phi$ act on positive carriers. The hole density changes by $-(\partial n_h/\partial\mu_h)\Phi$ and the electron density by $+(\partial n_e/\partial\mu_e)\Phi$. Both changes oppose the source, so with $\Pi=\sum_i\partial n_i/\partial\mu_i$,
\begin{equation}
\Phi=\frac{4\pi}{q}(1-\Pi\Phi)
\quad\Rightarrow\quad
W(q)=\frac{4\pi}{q+s},\qquad s=4\pi\Pi .
\end{equation}
This uses the long-wavelength static response at every $q$.

To see the sign in real space, write
\begin{equation}
\frac1{q+s}=\frac1q-\frac{s}{q(q+s)}
=\frac1q-s\int_0^\infty e^{-st}\frac{e^{-qt}}q\,dt .
\end{equation}
Since $4\pi e^{-qt}/q$ transforms to $2/\sqrt{r^2+t^2}$, and $\int_0^\infty se^{-st}dt=1$,
\begin{equation}
U(r)=2\int_0^\infty se^{-st}
\left(\frac1r-\frac1{\sqrt{r^2+t^2}}\right)dt>0 .
\label{image}
\end{equation}
At large $r$ the bracket is $t^2/(2r^3)$ and $\int_0^\infty se^{-st}t^2dt=2/s^2$, so $U\simeq2/(s^2r^3)$. This tail is integrable in the plane, as is the $2/r$ core, and $\int U\,d^2r=W(0)=4\pi/s$. The binding proof therefore applies at every finite $s>0$.

The full static response is weaker at large $q$, and in a cold plasma it can make $U$ change sign at large distance. At any $T>0$, however, $U$ stays absolutely integrable with the same positive integral $W(0)$. That is all the proof needs, so the bound state survives there too.

The screening also saturates. With $D_i=m_i/(\pi\hbar^2)$ and $\mu_i$ measured from the band edge,
\begin{align}
n&=D_i\int_0^\infty\frac{d\varepsilon}{e^{(\varepsilon-\mu_i)/kT}+1}
=D_ikT\ln\left(1+e^{\mu_i/kT}\right),\\
\frac{\partial n}{\partial\mu_i}&=\frac{D_i}{1+e^{-\mu_i/kT}}=D_if_i(0),
\qquad f_i(0)=1-e^{-n/(D_ikT)} .
\label{edge}
\end{align}
The last form follows from $1+e^{\mu_i/kT}=e^{n/(D_ikT)}$. In our units $D_i=m_i/(2\pi\mu)$, so
\begin{equation}
s=\frac2\mu\left[m_ef_e(0)+m_hf_h(0)\right]\le\frac{2(m_e+m_h)}\mu .
\end{equation}
More carriers cannot push $s$ beyond this bound, because only states near the Fermi edge can rearrange, and their number per unit energy is constant in two dimensions.

\section{How weak the last state becomes}

The bound-state equation is $(k^2+E)\psi=U\psi$. With $\chi=\sqrt U\,\psi$ it becomes $K\chi=\chi$, where
\begin{equation}
K=\sqrt U\,\frac1{k^2+E}\,\sqrt U .
\end{equation}
Binding occurs where the largest eigenvalue of $K$ equals 1. For large $s$ the state is much wider than $U$, so $\psi$ is nearly constant across it and $\chi\propto\sqrt U$. Taking the expectation value of $K$ in this function, with $\kappa^2=E$,
\begin{equation}
1\simeq\frac{1}{\int U}\int\frac{d^2q}{(2\pi)^2}\frac{W(q)^2}{q^2+\kappa^2}
=2s\int_0^\infty\frac{q\,dq}{(q+s)^2(q^2+\kappa^2)} .
\end{equation}
Split the integral at $A$ with $\kappa\ll A\ll s$. The lower part is $s^{-2}\ln(A/\kappa)$. In the upper part drop $\kappa$ and use
\begin{equation}
\frac1{q(q+s)^2}=\frac1{s^2}\left(\frac1q-\frac1{q+s}\right)-\frac1{s(q+s)^2},
\end{equation}
which integrates to $s^{-2}[\ln(s/A)-1]$. The cut $A$ cancels in the sum:
\begin{equation}
1\simeq\frac2s\left(\ln\frac s\kappa-1\right)
\quad\Rightarrow\quad E\simeq s^2e^{-s-2}.
\label{weak}
\end{equation}

In the scaled length $sr$ the attraction has strength $2/s$. The logarithm is of order $s$, and the rest of the propagator is of order one. The rest changes the shape of $\chi$ and raises the eigenvalue by an amount of order $1/s^2$, which shifts $\ln E$ by order $1/s$. The shift is upward, because an expectation value cannot exceed the largest eigenvalue. Numerical solution gives $\ln(E/E_{\rm formula})=0.122$ at $s=32$ and $0.060$ at $s=64$, which is the expected halving.

A $p$ state shows what the logarithm is worth. Its kinetic energy includes $\int|\psi|^2/r^2$. In Eq.~(\ref{image}),
\begin{equation}
r^2\left(\frac1r-\frac1{\sqrt{r^2+t^2}}\right)
=\frac{r(\sqrt{r^2+t^2}-r)}{\sqrt{r^2+t^2}}\le t ,
\end{equation}
because the square root is at least $r$ and at most $r+t$. Averaging over $t$ gives $r^2U\le2/s$. For $s\ge2$ the centrifugal energy is at least as large as the attraction everywhere, and no $p$ state can exist. This bound is generous: the computed threshold is $s=0.333$. Static screening does remove excited states of this kind; it is the lowest $s$ state that it cannot remove.

\section{What a gap shift and scattering contribute}

A rigid reduction of the gap adds a constant to the pair Hamiltonian. The exciton level and its continuum move together, so $E$ is unchanged. Gap shrinkage can unbind the pair only through effects that are not rigid.

Scattering acts differently. If carriers lose phase memory in a time $\tau$, the level acquires a width of order $\hbar/\tau$. Once this exceeds $E$, the state is no longer resolved from the continuum, although the static Hamiltonian still has a bound eigenvalue. Similarly, for $E\ll kT$ the level persists but gives little thermal protection against ionization. Both are crossovers in this description, not a vanishing of the eigenvalue.

\section{What Pauli blocking contributes}

Let $B_k=h_{-k}e_k$ remove a pair of zero total momentum. The attraction between such pairs is $-\sum_{kk'}W_{kk'}B_k^\dagger B_{k'}$ for unit area. For one $k$ and fixed spins,
\begin{equation}
[B_k,B_k^\dagger]=(1-\hat n_e)(1-\hat n_h)-\hat n_e\hat n_h
=1-\hat n_e-\hat n_h .
\end{equation}
Replace the occupations by their averages and drop the other correlations. The equation of motion for $\psi_k=\langle B_k\rangle$ at energy $-E$ becomes
\begin{equation}
(k^2+E)\psi_k=N_k\int\frac{d^2k'}{(2\pi)^2}W(|\mathbf k-\mathbf k'|)\psi_{k'},
\quad N_k=1-f_e(k)-f_h(k).
\end{equation}
The operator $K$ now contains $N_k/(k^2+E)$; call its largest eigenvalue $\Lambda(E)$.

\paragraph{While $N_0>0$.} Occupations fall with $k$, so $N_k\ge N_0$. The small-$q$ part of the expectation value in $\sqrt U$ is
\begin{equation}
\frac s{4\pi}\left(\frac{4\pi}s\right)^2\frac{N_0}{2\pi}
\int\frac{q\,dq}{q^2+E}\simeq\frac{N_0}s\ln\frac1E .
\end{equation}
Since $\Lambda$ is at least this expectation value, it diverges as $E\to0$. It tends to zero at large $E$, so it passes through 1 and a bound state exists. Blocking has weakened the logarithm without removing it.

\paragraph{At $N_0=0$.} Now $N_k\propto k^2$ at small $k$, so $N_k/k^2$ is finite and $\Lambda(0)=\Lambda_c$ is finite too. By Eq.~(\ref{edge}) this happens at the density $n_c$ given by
\begin{equation}
e^{-n_c/(D_ekT)}+e^{-n_c/(D_hkT)}=1 .
\label{nc}
\end{equation}
For equal masses, $n_c=DkT\ln2$. In general $f_e(0)+f_h(0)=1$ means $\mu_e+\mu_h=0$: the separation of the two quasi-Fermi levels equals the gap. If $\Lambda_c<1$, no bound state is left. As $n$ approaches $n_c$ from below, $E$ goes to zero: for any fixed $E>0$, $\Lambda(E)$ is continuous in $n$ and is below 1 at $n_c$.

\paragraph{Above $n_c$, at fixed $T$.} More carriers lower $N_k$ at every $k$. They also raise $s$, and substituting $t=\tau/s$ in Eq.~(\ref{image}) shows that $U$ falls at every $r$. Let primes mark the higher density, and let $c=\sqrt{U'/U}\le1$. For any $\chi$,
\begin{equation}
\langle\chi|K'|\chi\rangle
\le\left\langle c\chi\left|\sqrt U\,\frac{N_k}{k^2}\sqrt U\right|c\chi\right\rangle
\le\Lambda_c\langle\chi|\chi\rangle ,
\end{equation}
where $U$ and $N_k$ are taken at $n_c$. With $\Lambda_c<1$ the eigenvalue 1 is impossible, so no bound state below the continuum returns at higher density.

The condition $\Lambda_c<1$ matters. The band-edge occupations at $n_c$ do not depend on $T$, so $s$ does not either, but cooling narrows the blocked range of momenta and raises $\Lambda_c$. Below the temperature $T^*$ where $\Lambda_c=1$, a pair level survives at $n_c$. It then lies below $\mu_e+\mu_h=0$, so adding pairs lowers the grand potential and the normal plasma assumed here is unstable.

\section{An InSb quantum-well channel}

InSb suits the problem because its light electron gives an exciton wider than the well assumed here. The inputs are rough typical values: $m_e=0.02\,m_0$, in-plane $m_h=0.05\,m_0$, $\epsilon=17$, a well width of 15 nm, and $T=20$ K. Then
\begin{equation}
\mu=\frac{0.02\times0.05}{0.07}\,m_0=0.0143\,m_0,
\end{equation}
with $a=63$ nm and $\mathrm{Ry}^*=0.673$ meV. The bare two-dimensional binding is $4\,\mathrm{Ry}^*=2.69$ meV, compared with $kT=1.72$ meV.

\paragraph{Screening alone.} The largest possible value is $s=2(0.07)/0.0143=9.8$, a screening length of $63/9.8=6.4$ nm. Equation~(\ref{weak}) gives
\begin{equation}
E\simeq0.673\times9.8^2\,e^{-11.8}\ \mathrm{meV}=4.8\times10^{-4}\ \mathrm{meV}.
\end{equation}
The numerical solution is $7.4\times10^{-4}$ meV, equivalent to 9 mK; the formula is 35\% below it. At the same $s$, the trial function with $\alpha=0.1$ and $R=1/s$ has kinetic integral 0.157 and attraction integral 0.466, so it already proves binding. Even saturated screening leaves the state in place, though far too weak to matter at 20 K.

\paragraph{Blocking added.} Equation~(\ref{nc}) gives $n_c=1.5\times10^{10}$ cm$^{-2}$, with $f_e(0)=0.654$ and $f_h(0)=0.346$. The lighter electrons fill their band edge first. There
\begin{equation}
s=\frac{2(0.02\times0.654+0.05\times0.346)}{0.0143}=4.25 .
\end{equation}
The $p$ state is lost much earlier, at $8.7\times10^8$ cm$^{-2}$, when static screening alone is counted. For the lowest $s$ state at 20 K, in a well of zero width:

\begin{center}
\begin{tabular}{ccccc}
$n/n_c$ & $s$ & $N_0$ & $E$ static (meV) & $E$ blocked (meV)\\
0.25 & 1.36 & 0.67 & 0.65 & 0.32\\
0.50 & 2.49 & 0.40 & 0.26 & 0.013\\
0.75 & 3.45 & 0.18 & 0.12 & $9.6\times10^{-7}$\\
1.00 & 4.25 & 0 & 0.066 & none
\end{tabular}
\end{center}

The two energy columns use the same screening, so their difference is due to blocking alone. At half of $n_c$ blocking lowers the binding about twentyfold. At $n_c$ the eigenvalue is $\Lambda_c=0.38$, well short of 1, so the state has ended. In this model $T^*$ is 0.4 K. That value is sensitive to the long-wavelength approximation: the full static response screens less at large $q$, which raises $\Lambda_c$ at 20 K to about 0.45 and $T^*$ to about 2.4 K, and raises the three blocked bindings in the table to 0.41, 0.026 and $5\times10^{-6}$ meV. The state still ends at 20 K. The proof that it does not return above $n_c$ was given for the long-wavelength form only; with the full response the largest eigenvalue is found numerically to stay below 0.35 at $1.3\,n_c$ and $2\,n_c$ for $E=10^{-4}$, $0.1$ and $1\,\mathrm{Ry}^*$.

\section{Weighing what was left out}

\paragraph{Scattering.} The mobility fixes the electron's momentum-relaxation time, which we take as a rough stand-in for the phase-memory time. A mobility of $10^5$ cm$^2$/Vs then gives $\hbar/\tau=\hbar e/(m_e\times\text{mobility})=0.58$ meV. This exceeds the blocked binding already at $n_c/4$. On this estimate the exciton line merges with the continuum well before $n_c$.

\paragraph{Bound pairs.} Paired carriers screen less than free ones, and they block according to the pair's internal momentum distribution, not the Fermi functions used here. For a classical ideal gas, with free density $n_f$,
\begin{equation}
\frac{n_f^2}{n-n_f}=\frac{\mu kT}{2\pi\hbar^2}\,e^{-E/kT},
\end{equation}
where the spin factors cancel because an exciton has $2\times2$ spin states. With the bare binding at $n=n_c$, this classical estimate leaves only about 23\% of the carriers free. Yet that free density is close to the first row of the table, where the binding is far below the bare value. The bare binding is therefore not a self-consistent input. Full ionization is consistent at $n_c$, where no bound state is left to hold pairs, but below $n_c$ it is an assumption, because a bound level exists there. Nor does this show that full ionization is the only consistent state at $n_c$. So $n_c$ is a property of the fully ionized model, not a predicted transition density. The model also does not decide whether the change is gradual or abrupt.

\paragraph{Exchange.} Screened exchange lowers the electron band edge by 0.42 meV at $n_c$, about a quarter of $kT$. Its rigid part is harmless. Its $k$-dependent part changes the effective masses, and with them $n_c$. The criterion $N_0=0$ survives if the edge stays parabolic at $k=0$.

\paragraph{Dynamic screening.} A density wave of relative displacement $u$ feels a restoring force $nq^2v(q)u$ with $v(q)=e^2/(2\epsilon_0\epsilon q)$, so a cold plasma has $\omega^2=nq^2v(q)/\mu$. At $n_c$ and $q=1/a$ this gives 2.6 meV, similar to the bare binding, so static screening is not justified for a tightly bound pair. This is only an energy scale, because at 20 K thermal motion shifts and strongly damps the mode at such a short wavelength. The statically screened state at $n_c$ has $\kappa=\sqrt{0.066/0.673}=0.31$; since $\omega\propto\sqrt q$, the plasmon energy there is about 1.5 meV, far above 0.066 meV. Lying below the plasmon energy is not enough for static screening: the frequency must also be small compared with $qv$, where $v$ is the thermal velocity of the slower carriers. For the holes $\hbar qv_h\approx0.36$ meV at $q=\kappa$, about five times the binding, and at $\hbar\omega=E$ the real part of the random-phase screened attraction is 0.99 of its static value. At smaller $q$ the static form fails: the ratio is 0.85 at $q=0.1$ and negative at $q=0.03$, although the plasmon energy is still several times $E$ there. Damping by individual carriers remains and adds to the width of the level.

\paragraph{Well width.} Spreading both carriers over the lowest hard-wall subband multiplies the bare interaction by a form factor $F(q)$ with $F(0)=1$. Then $W=4\pi F/(q+sF)$, and $W(0)=4\pi/s$ is unchanged. The leading exponent in Eq.~(\ref{weak}) survives while the prefactor falls: at $s=9.8$ the binding drops by 43\%, to $4.2\times10^{-4}$ meV. To first order the bare binding loses 0.76 meV, or 28\%; the true loss is smaller, about 0.60 meV, because the wavefunction can adjust. The screening length, 15 nm at $n_c$ and 6.4 nm at saturation, is no longer than the well is wide, so the table shifts too: the blocked bindings fall to 0.21, 0.0065 and $2\times10^{-7}$ meV, $\Lambda_c$ to 0.29 and $T^*$ to 0.26 K. With the full static response as well, $\Lambda_c=0.33$ and $T^*\approx1.5$ K.

\paragraph{The real device.} The model describes a photoexcited, neutral plasma. If a gated channel holds electrons alone, $n_c$ does not apply to it. The hole mass is an uncertain input, since it depends on strain and band mixing. For the thermal electron occupations, in-plane nonparabolicity is minor: $kT$ divided by a gap of roughly 0.25 eV is 0.7\%. The binding is more sensitive, because the pair samples momenta up to $s/a$, where the electron energy is 9 meV at $n_c$ and 46 meV at $s=9.8$. At zero width a Kane dispersion with this gap raises the static binding by about 15\% at $n_c$ and 30\% at $s=9.8$, and raises $\Lambda_c$ from 0.38 to 0.42. These estimates do not cover the holes, whose subbands mix. An operating transistor also breaks the assumption of zero in-plane field. The bare binding divided by the mean pair radius $a/2$ gives 0.85 kV/cm, whereas 0.5 V across 100 nm is 50 kV/cm. A uniform field lies outside the binding proof, because its potential does not vanish at large distance, and a field of that size would pull even the unscreened exciton apart. The 0.5 V drop also exceeds the gap, so carriers may gain enough energy to create further pairs by impact ionization.

The table and the other main values of the long-wavelength model are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
InSb quantum well, rough typical inputs
electron mass = 0.020 m0; in-plane hole mass = 0.050 m0
relative permittivity = 17.0; well width = 15.0 nm
gap = 0.25 eV; mobility = 1.0e+05 cm2/Vs
temperature = 20.0 K; kT = 1.7235 meV
reduced mass = 0.01429 m0; effective Bohr radius = 62.97 nm
effective Rydberg = 0.6726 meV
unscreened 2D binding = 2.6902 meV
largest screening s*a = 9.8000 (dimensionless)
shortest screening length = 6.426 nm
binding at largest screening, numerical = 7.4012e-04 meV
same binding, real-space solution = 7.4017e-04 meV
same binding, weak-binding formula = 4.8473e-04 meV
same binding as temperature = 8.5887e-03 K
trial exponent alpha = 0.10 (dimensionless)
trial kinetic integral = 0.1571 (dimensionless)
trial attraction integral = 0.4664 (dimensionless)
log(numerical E/formula E) at s*a=32: 0.12195 (dimensionless)
log(numerical E/formula E) at s*a=64: 0.06013 (dimensionless)
p-state threshold s*a = 0.33315 (dimensionless)
p-state loss density = 8.7490e+08 cm^-2
blocking density n_c = 1.5284e+10 cm^-2
band-edge occupations at n_c: electron 0.6540, hole 0.3460
n/n_c=0.25: s*a=1.3575, N0=0.6662 (dimensionless)
  static binding=6.4661e-01 meV; with blocking=3.2168e-01 meV
n/n_c=0.50: s*a=2.4920, N0=0.3969 (dimensionless)
  static binding=2.6025e-01 meV; with blocking=1.3390e-02 meV
n/n_c=0.75: s*a=3.4459, N0=0.1784 (dimensionless)
  static binding=1.2393e-01 meV; with blocking=9.5621e-07 meV
s*a at n_c = 4.2530 (dimensionless)
static-only binding at n_c = 6.6212e-02 meV
blocked eigenvalue at n_c = 0.3818 (binding needs 1)
temperature T* where that eigenvalue is 1 = 0.4040 K
Sizes of neglected effects
binding at largest screening with well width = 4.1902e-04 meV
first-order width loss of bare binding = 0.7575 meV
electron lifetime broadening hbar/tau = 0.5788 meV
nonparabolicity scale kT/gap = 0.00689 (dimensionless)
electron screened exchange at n_c, k=0 = 0.4222 meV
plasmon energy at n_c, q=1/a = 2.6249 meV
free fraction at n_c if binding stayed bare = 0.2328
field scale for bare exciton ionization = 0.8544 kV/cm
\end{verbatim}
